# Why finite disordered cells need off-diagonal heat currents and level broadening, part 1

(Sections cited here and not found follow in the second part.)

## First half: which vibrations carry a heat current

### Two coupled oscillators

Take two atoms at \(R_1\) and \(R_2\) on a line. Let \(x_i\) be a displacement multiplied by the square root of the atomic mass, and \(v_i=\dot x_i\). With a coupling \(g\),

\[
\dot v_1=-a x_1+g x_2,\qquad \dot v_2=-b x_2+g x_1 .
\]

The coupling energy \(-g x_1x_2\) belongs to both atoms. Sharing it equally gives atom 1 the energy

\[
h_1=\tfrac12 v_1^2+\tfrac12 a x_1^2-\tfrac12 g x_1x_2 .
\]

Its rate of change is

\[
\dot h_1=v_1(-ax_1+gx_2)+ax_1v_1-\tfrac g2(v_1x_2+x_1v_2)
=\tfrac g2(x_2v_1-x_1v_2).
\]

The total energy is conserved, so \(\dot h_2=-\dot h_1\). The heat current, integrated over the system, is the rate at which the energy dipole moves:

\[
J=\frac{d}{dt}(R_1h_1+R_2h_2)
=\frac g2(R_1-R_2)(x_2v_1-x_1v_2).
\]

Suppose one normal mode is excited. Both atoms then follow a single coordinate, \(x_i=e_iq(t)\) and \(v_i=e_i\dot q(t)\), with real \(e_i\). Therefore

\[
x_2v_1-x_1v_2=(e_2e_1-e_1e_2)q\dot q=0 .
\]

The current vanishes at every instant. A real mode is a standing vibration, and a standing vibration does not transfer energy between the two atoms in this sense.

Now excite both modes, with vectors \((c,s)\) and \((-s,c)\), where \(c^2+s^2=1\). Writing \(p_m=\dot q_m\),

\[
\begin{aligned}
x_1v_2-x_2v_1
&=(cq_1-sq_2)(sp_1+cp_2)-(sq_1+cq_2)(cp_1-sp_2)\\
&=(c^2+s^2)(q_1p_2-q_2p_1)=q_1p_2-q_2p_1 ,
\end{aligned}
\]

because the \(q_1p_1\) and \(q_2p_2\) terms cancel. Insert \(q_1=\alpha_1\cos\omega_1t\) and \(q_2=\alpha_2\cos(\omega_2t+\phi)\). The product formulas for sines and cosines give

\[
\begin{aligned}
q_1p_2-q_2p_1=\frac{\alpha_1\alpha_2}{2}\big[&(\omega_1+\omega_2)\sin((\omega_1-\omega_2)t-\phi)\\
&+(\omega_1-\omega_2)\sin((\omega_1+\omega_2)t+\phi)\big].
\end{aligned}
\]

A current needs two modes. If their frequencies differ, it oscillates and has no steady part. If the frequencies were equal, the bracket would become the constant \(-2\omega\sin\phi\), a steady current. For this pair that limit is closed: the squared frequencies are separated by \(\sqrt{(a-b)^2+4g^2}\), which is at least \(2|g|\).

### Any finite cluster

Let \(i\) label an atom and a Cartesian direction together, and let \(R_i\) be the equilibrium position of that atom along the axis of heat flow. The harmonic equation of motion is \(\dot v_i=-\sum_jD_{ij}x_j\), with \(D\) real and symmetric. Assign to each coordinate

\[
h_i=\tfrac12v_i^2+\tfrac12x_i\sum_jD_{ij}x_j .
\]

This equal division is a convention for localizing the energy. Differentiation gives

\[
\begin{aligned}
\dot h_i&=-v_i\sum_jD_{ij}x_j+\tfrac12v_i\sum_jD_{ij}x_j+\tfrac12x_i\sum_jD_{ij}v_j\\
&=\tfrac12\sum_jD_{ij}(x_iv_j-x_jv_i).
\end{aligned}
\]

Each term is the power passed from \(j\) to \(i\), and it changes sign when \(i\) and \(j\) are exchanged. Multiply by \(R_i\), sum, and rename \(i\leftrightarrow j\) in the second term:

\[
J=\sum_iR_i\dot h_i=\tfrac12\sum_{ij}(R_i-R_j)D_{ij}x_iv_j .
\]

For two atoms, \(D_{12}=-g\) returns the earlier expression. Equilibrium positions have been used in the dipole. Moving positions would add the derivative of displacement times energy, which is cubic in the vibration amplitudes; it is dropped at this leading order.

### Repeating the cell

In a periodic solid the position of an atom has no unique value, but the separation between two coupled atoms does. Let \(T\) denote the component of a cell translation along the heat axis, with the sum below running over all translations. Each power transfer moves energy across its own separation. Summing the transfers that end in one cell, with a factor one half because each pair is met from both ends, gives

\[
J=\tfrac14\sum_{ij}A_{ij}(x_iv_j-x_jv_i),\qquad
A_{ij}=\sum_T(R_i-R_j-T)D_{i0,jT}.
\]

Here the motion is at Gamma: every cell moves in the same way, so \(x_j\) does not depend on \(T\). Symmetry and translation invariance give \(D_{j0,iT}=D_{i0,j(-T)}\). Replacing \(T\) by \(-T\) in the sum for \(A_{ji}\),

\[
A_{ji}=\sum_T(R_j-R_i+T)D_{i0,jT}=-A_{ij}.
\]

The two terms of \(J\) are therefore equal after relabelling, and

\[
J=\tfrac12x^{\mathsf T}Av,\qquad A^{\mathsf T}=-A .
\]

When the cell is long compared with the force range, one image contributes to each \(A_{ij}\), and the matrix has the same form as in the cluster.

### The diagonal at Gamma

At Gamma \(D_{ij}=\sum_TD_{i0,jT}\) is real and symmetric, so it has a complete orthonormal set of real eigenvectors, \(De_m=\omega_m^2e_m\). Expand \(x=\sum_me_mq_m\) and \(v=\sum_me_mp_m\). Then

\[
J=\tfrac12\sum_{mn}A_{mn}q_mp_n,\qquad A_{mn}=e_m^{\mathsf T}Ae_n .
\]

A number equals its own transpose, so

\[
A_{mm}=e_m^{\mathsf T}A^{\mathsf T}e_m=-A_{mm}=0 .
\]

This proof does not use nondegeneracy. Real vectors have zero diagonal elements even when frequencies coincide. Nondegeneracy supplies something else: it fixes each eigenvector up to a phase, which cancels in \(e^\dagger Ae\), so no other choice of eigenvectors can restore a diagonal current.

With equal frequencies, \(e=(e_1+ie_2)/\sqrt2\) is also an eigenvector, and

\[
-i\,e^\dagger Ae=-\tfrac i2(iA_{12}-iA_{21})=A_{12},
\]

which can be nonzero. The current was off-diagonal in the real basis and is diagonal in the complex one.

The translations at zero frequency are removed by holding the centre of mass at rest at the origin. A constant shift \(c\) of the coordinates would add \(\tfrac12c^{\mathsf T}Av=\frac{d}{dt}(\tfrac12c^{\mathsf T}Ax)\), the derivative of a bounded quantity, and so no steady current.

### Running waves and mode slopes

To see what the complex combination means, let \(z\) be a complex eigenvector with its time factor \(e^{-i\omega t}\), and take \(x=\operatorname{Re}z\), \(v=\operatorname{Re}(-i\omega z)\). Thus \(x=\frac12(z+z^*)\) and \(v=\frac{i\omega}{2}(z^*-z)\). Antisymmetry removes \(z^{\mathsf T}Az\) and its conjugate and gives \(z^{\mathsf T}Az^*=-z^\dagger Az\), so

\[
J=\frac{i\omega}{8}\left(z^{\mathsf T}Az^*-z^\dagger Az\right)=-\frac{i\omega}{4}z^\dagger Az .
\]

The energy is

\[
E=\tfrac12\omega^2\left(|\operatorname{Im}z|^2+|\operatorname{Re}z|^2\right)=\tfrac12\omega^2z^\dagger z .
\]

For a normalized vector \(e\) along \(z\), the ratio is

\[
\frac JE=\frac{-i\,e^\dagger Ae}{2\omega}.
\]

This ratio is a group velocity. If the motion changes from cell to cell with wave number \(k\), the dynamical matrix is

\[
D_{ij}(k)=\sum_TD_{i0,jT}e^{-ik(R_i-R_j-T)},\qquad
\left.\frac{dD}{dk}\right|_{0}=-iA .
\]

Differentiate \(\omega^2=e^\dagger De\). The derivatives of \(e\) contribute \(\omega^2\,d(e^\dagger e)/dk=0\), leaving \(2\omega\,d\omega/dk=-i\,e^\dagger Ae\). Hence \(J=E\,d\omega/dk\). A nondegenerate mode of nonzero frequency at Gamma has zero slope. The rule fails at \(\omega=0\), where the division by \(2\omega\) is not allowed: an acoustic branch leaves Gamma as \(v|k|\). In a degenerate group the same rule holds for the vectors that continue smoothly to \(k\ne0\), and these may be complex.

A ring of eight unit masses at unit spacing makes the contrast visible. In the clean ring all springs are 1 and each mass has a pinning stiffness 0.5, so

\[
\omega^2=0.5+2(1-\cos q),\qquad \frac{d\omega}{dq}=\frac{\sin q}{\omega}.
\]

At \(q=\pi/4\), \(\omega=1.042\) and the slope is \(0.7071/1.042=0.679\). The waves at \(q\) and \(-q\) are degenerate and both fold to Gamma when all eight atoms form one cell. The largest slope found by moving from \(k=0\) to \(k=10^{-4}\) is 0.6786. With springs drawn between 0.4 and 1.6, the same step gives 0.00072. This remainder belongs to the finite step: \(D(-k)=D(k)^*\) makes the spectrum even in \(k\), so a nondegenerate, nonzero frequency changes as \(k^2\).

The clean ring also conserves \(J\). Using \(\dot v=-Dx\),

\[
\dot J=\tfrac12v^{\mathsf T}Av-\tfrac12x^{\mathsf T}ADx .
\]

The first term vanishes by antisymmetry. In the clean ring \(A\) and \(D\) are both unchanged by a shift along the ring and hence commute, so \((AD)^{\mathsf T}=-DA=-AD\), and the second term vanishes too. In thermal equilibrium, the average of \(\langle J(0)J(t)\rangle\) over 1000 time units, divided by its initial value, is 1.0000 for the clean ring and 0.0084 for the disordered one. The small residue is compatible with a finite window, since a component at frequency \(\Delta\) averages over a time \(\tau\) to \(\sin(\Delta\tau)/(\Delta\tau)\).

### Quantum coefficients

For nonzero frequencies write

\[
q_m=\sqrt{\frac{\hbar}{2\omega_m}}(a_m+a_m^\dagger),\qquad
p_n=-i\sqrt{\frac{\hbar\omega_n}{2}}(a_n-a_n^\dagger).
\]

Since \(A\) is antisymmetric, \(J=\frac12\sum_{m<n}A_{mn}(q_mp_n-q_np_m)\). The operator \(a_m^\dagger a_n\) enters \(q_mp_n\) with a plus sign and \(q_np_m\) with a minus sign. The subtraction therefore adds the two frequency factors:

\[
-\frac{i\hbar}{2}\left[\sqrt{\frac{\omega_n}{\omega_m}}+\sqrt{\frac{\omega_m}{\omega_n}}\right]
=-\frac{i\hbar}{2}\frac{\omega_m+\omega_n}{\sqrt{\omega_m\omega_n}} .
\]

The operator \(a_ma_n\) enters both products with a plus sign, so its factors subtract. Altogether

\[
J=\sum_{m\ne n}S_{mn}a_m^\dagger a_n+\sum_{m<n}\left(T_{mn}a_ma_n+\text{h.c.}\right),
\]

\[
S_{mn}=-\frac{i\hbar A_{mn}(\omega_m+\omega_n)}{4\sqrt{\omega_m\omega_n}},\qquad
T_{mn}=-\frac{i\hbar A_{mn}(\omega_n-\omega_m)}{4\sqrt{\omega_m\omega_n}} .
\]

The \(S\) terms oscillate at frequency differences and the \(T\) terms at sums, as in the two-oscillator formula. The \(T\) terms vanish when the two frequencies coincide. The diagonal \(S_{mm}\) is zero.

## Second half: from a finite spectrum to a diffusivity

### What is carried over

The cell has volume \(V\), temperature \(T\), and real Gamma modes with nonzero, nondegenerate frequencies \(\omega_m\). The mass-weighted coordinates and velocities are \(x\) and \(v\). The heat current is \(J=\frac12x^{\mathsf T}Av\), where \(A\) is built from separations times dynamical-matrix elements. Its mode elements satisfy \(A_{mn}=-A_{nm}\), hence \(A_{mm}=0\). In quantum form, \(S_{mn}\) multiplies \(a_m^\dagger a_n\), and \(T_{mn}\) multiplies the pair operator \(a_ma_n\); two subscripts distinguish it from the temperature. Their magnitudes are

\[
|S_{mn}|=\frac{\hbar|A_{mn}|(\omega_m+\omega_n)}{4\sqrt{\omega_m\omega_n}},\qquad
|T_{mn}|=\frac{\hbar|A_{mn}||\omega_m-\omega_n|}{4\sqrt{\omega_m\omega_n}} .
\]

### Current after a small temperature gradient

Consider first a large open sample with energy dipole \(P=\sum_iR_ih_i\), so that \(J=\dot P\). Let \(\beta=1/(k_BT)\). A weak temperature profile \(T+\gamma R\) changes the local inverse temperature by \(-\beta\gamma R/T\), and the initial density operator is proportional to \(\exp[-\beta(H-\gamma P/T)]\). To first order in \(\gamma\),

\[
e^{-\beta(H-\gamma P/T)}\simeq e^{-\beta H}\left[1+\frac{\gamma}{T}\int_0^\beta d\lambda\,e^{\lambda H}Pe^{-\lambda H}\right].
\]

With \(O(-i\hbar\lambda)=e^{\lambda H}Oe^{-\lambda H}\), and since the equilibrium current is zero,

\[
\langle J(t)\rangle=\frac{\gamma}{T}\int_0^\beta d\lambda\,\langle P(-i\hbar\lambda)J(t)\rangle .
\]

At \(t=0\) this vanishes, because \(P\) is even and \(J\) odd under time reversal. Equilibrium correlations depend on time differences, so the time derivative can be moved to \(P\) with a minus sign, where it produces \(J\). Integrating from zero and using \(\kappa=-\langle J\rangle/(V\gamma)\),

\[
\kappa=\frac1{VT}\int_0^\infty dt\,e^{-\eta t}\int_0^\beta d\lambda\,\langle J(-i\hbar\lambda)J(t)\rangle .
\]

This is the Kubo formula. For a periodic cell the dipole is not unique, but the final expression contains only \(J\) and is adopted there.

The factor \(e^{-\eta t}\) is an added assumption: the current loses memory at rate \(\eta\). If independent processes make the amplitudes of modes \(m\) and \(n\) decay at rates \(\gamma_m\) and \(\gamma_n\), their product decays at \(\gamma_m+\gamma_n\), which would then serve as \(\eta\) for that pair. One common \(\eta\) is used below. The harmonic model does not predict its value.

A single nondegenerate vibration of nonzero frequency at Gamma carries no heat current; the current comes from pairs of modes, and the Kubo formula relates its correlations to the conductivity once a decay rate \(\eta\) is assumed. It remains to evaluate that formula mode by mode, to see how the result depends on \(\eta\), and to apply it to a germanium-like network.

All numerical values are calculated from the stated model.
